# Why thickness roughness raises the mean tunnelling current

**Q:** I have two hafnia tunnel junctions with the same area, average thickness and voltage. The rougher one is expected to leak more. Why don't the thick places compensate for the thin ones?

**A:** They compensate in thickness, but not in current. Suppose that the local current density is

\[
J(d)=C e^{-\beta d},
\]

where \(d\) is the local thickness, and \(C\) and \(\beta\) do not depend on \(d\). Give half the area the thickness \(d_0-\sigma\) and the other half \(d_0+\sigma\). The mean is still \(d_0\), but

\[
\frac{\langle J\rangle}{J(d_0)}
=\frac{e^{\beta\sigma}+e^{-\beta\sigma}}{2}
=\cosh(\beta\sigma)>1 .
\]

To first order, the gain \(+\beta\sigma\) on the thin half cancels the loss \(-\beta\sigma\) on the thick half. The second-order terms are both \(+\beta^2\sigma^2/2\), so they survive. The thick half can lose at most all of its current, while the thin half can gain by a large factor.

I have assumed that neighbouring patches conduct in parallel, each as if it belonged to a wide flat film. That requires roughness that varies slowly along the film.

**Q:** At fixed voltage the thin patches also have a higher field. Doesn't that spoil the simple exponential?

**A:** Not in the WKB exponent of a barrier tilted by the voltage. Take an electron at the centre of the energy window opened by the bias \(V\). Let \(\phi\) be the barrier height it sees at mid-film, and let \(eV/2<\phi\), so that the whole film is classically forbidden. At distance \(x\) from the emitter the barrier is \(\phi+eV/2-eVx/d\). The amplitude decays at the rate

\[
\kappa(x)=\frac{\sqrt{2m(\phi+eV/2-eVx/d)}}{\hbar},
\]

with \(m\) the effective mass in the barrier. Current follows the squared amplitude, so its exponent is \(-2\int_0^d\kappa\,dx\). Put \(x=sd\), so that \(dx=d\,ds\):

\[
2\int_0^d\kappa(x)\,dx
=d\,\frac{2}{\hbar}\int_0^1
\sqrt{2m(\phi+eV/2-eVs)}\,ds
\equiv\beta d .
\]

The remaining integral contains no thickness. The field is higher in a thin patch, but the electron crosses the same sequence of barrier heights in a shorter distance. Doing the integral gives

\[
\beta=\frac{4\sqrt{2m}}{3\hbar eV}
\left[(\phi+eV/2)^{3/2}-(\phi-eV/2)^{3/2}\right].
\]

For \(eV\ll\phi\), this tends to \(2\sqrt{2m\phi}/\hbar\). The factor 2 matters: \(\beta\) is the decay constant of current, not of amplitude.

**Q:** What is it for a thin junction?

**A:** Take \(\phi=2\) eV, \(m=0.2\,m_e\), \(V=0.2\) V and \(d_0=2\) nm. These are rough, round parameters for a ferroelectric hafnia tunnel junction. Since \(\hbar^2/2m_e=0.0381\) eV nm²,

\[
\beta\simeq2\sqrt{\frac{0.2\times2}{0.0381}}\ \text{nm}^{-1}
=6.48\ \text{nm}^{-1}.
\]

One can also solve the wave equation numerically, by dividing the tilted barrier into thin flat slices and matching the wave at each boundary. The downward slope of the logarithm of the transmission between 2.0 and 2.5 nm is again 6.48 nm⁻¹.

With \(\sigma=0.2\) nm, \(\beta\sigma=1.296\). In the two-patch film, the thin half carries 3.65 times the current density of a smooth film and the thick half 0.27 times. Their mean is 1.96.

**Q:** Real roughness isn't two patches. What if the thickness is Gaussian?

**A:** Write \(d=d_0+u\), where \(u\) has zero mean and standard deviation \(\sigma\). Then

\[
\frac{\langle J\rangle}{J(d_0)}
=\frac{1}{\sqrt{2\pi}\,\sigma}
\int_{-\infty}^{\infty}
\exp\!\left(-\beta u-\frac{u^2}{2\sigma^2}\right)du .
\]

Complete the square:

\[
-\beta u-\frac{u^2}{2\sigma^2}
=-\frac{(u+\beta\sigma^2)^2}{2\sigma^2}
+\frac{\beta^2\sigma^2}{2}.
\]

The first term on the right is a displaced Gaussian, which integrates to the same area as the original one. The second is a constant. Therefore

\[
\boxed{\ln\frac{\langle J\rangle}{J(d_0)}
=\frac{\beta^2\sigma^2}{2}} .
\]

For our junction this is \(1.296^2/2=0.840\), and the current rises by the factor \(e^{0.840}=2.32\). A smooth film would carry the same current at the thickness \(d_0-\beta\sigma^2/2=1.87\) nm.

**Q:** Is this only a small-roughness formula?

**A:** For a pure exponential and a mathematical Gaussian it holds for any \(\sigma\). The physical restriction is that thickness cannot be negative. The integral must draw almost nothing from \(d\le0\), even after the exponential has favoured thin regions. The completed square shows that the current-weighted distribution is centred at

\[
d_J=d_0-\beta\sigma^2
\]

and still has width \(\sigma\). The condition is thus \(d_J\gg\sigma\), which is stricter than \(d_0\gg\sigma\). Here \(d_J=1.74\) nm, or 8.7 standard deviations above zero, so the unphysical tail is harmless. The formula has certainly lost its meaning when \(\beta\sigma^2\) reaches \(d_0\), at \(\sigma=\sqrt{2/6.48}=0.56\) nm.

**Q:** How much of the area is doing the work?

**A:** Half the current passes where \(d<d_J\), because \(d_J\) is the median of the current-weighted Gaussian. In the original distribution, \(d_J\) lies \(\beta\sigma\) standard deviations below the mean. The corresponding area fraction is \(\Phi(-\beta\sigma)\), where \(\Phi\) is the cumulative normal distribution. For \(\beta\sigma=1.296\) it is 9.75%. With \(C\) constant, about a tenth of the area carries half the current.

**Q:** And if my thickness histogram is not Gaussian?

**A:** For small \(\beta u\), expand the exponential and average:

\[
\langle e^{-\beta u}\rangle
=1+\frac{\beta^2\sigma^2}{2}
-\frac{\beta^3\langle u^3\rangle}{6}+\cdots .
\]

The linear term vanishes because the mean is fixed. On taking the logarithm, the square of the second term first enters at fourth order, so

\[
\ln\langle e^{-\beta u}\rangle
=\frac{\beta^2\sigma^2}{2}
-\frac{\beta^3\langle u^3\rangle}{6}+\cdots .
\]

The quadratic term is common to distributions whose moments permit this expansion. When \(\beta\sigma\) is small, a tail towards thin film, with \(\langle u^3\rangle<0\), raises the current further.

At \(\beta\sigma=1.296\) the shape already matters. Write \(a=\beta\sigma\). A uniform distribution with standard deviation \(\sigma\) extends from \(-\sqrt3\sigma\) to \(\sqrt3\sigma\), and integration gives

\[
\ln\frac{\sinh(\sqrt3a)}{\sqrt3a}=0.73 .
\]

For an exponential tail towards thick film, set \(u=\sigma(t-1)\), where \(t\ge0\) has density \(e^{-t}\). Then

\[
\ln\int_0^\infty e^{-t-a(t-1)}dt
=a-\ln(1+a)=0.46 .
\]

Reverse the tail, \(u=\sigma(1-t)\), and the integrand becomes \(e^{-a}e^{-(1-a)t}\). It diverges for \(a\ge1\), as here. In a real film the tail stops at zero thickness, so the divergence means that the thinnest spots decide the current. A standard deviation alone cannot then predict the leakage.

**Q:** You took \(C\) to be constant. Is it?

**A:** No. Electrons also move parallel to the film. With transverse wavevector \(k\), and \(\kappa=\beta/2\), the amplitude decay rate becomes \(\sqrt{\kappa^2+k^2}\simeq\kappa+k^2/2\kappa\). Summing over transverse states at low bias gives

\[
\int\frac{d^2k}{4\pi^2}\,
e^{-2d\sqrt{\kappa^2+k^2}}
\simeq e^{-\beta d}\int_0^\infty\frac{k\,dk}{2\pi}
e^{-k^2d/\kappa}
=\frac{\kappa}{4\pi d}e^{-\beta d}.
\]

This holds for \(\kappa d\gg1\). Thin regions admit a wider range of transverse motion, which adds a factor \(1/d\). In the Gaussian average that factor is sampled near \(d_J\), not near \(d_0\). Replacing it by its value there gives

\[
\ln\frac{\langle J\rangle}{J(d_0)}
\simeq\frac{\beta^2\sigma^2}{2}
-\ln\!\left(1-\frac{\beta\sigma^2}{d_0}\right)
=0.840+0.139=0.979 .
\]

For a fuller calculation I used the Landauer formula

\[
J=\frac{2e}{h}\int dE\,(f_L-f_R)
\int\frac{d^2k}{4\pi^2}\,T(E,k,d).
\]

Here \(f_L\) and \(f_R\) are the electrode occupations at 300 K. The transmission \(T\) comes from the sliced wave solution, with free-electron electrodes of Fermi energy 5 eV. Averaging this current numerically over the Gaussian thicknesses gives a logarithmic gain of 0.984, or a factor of 2.68.

**Q:** Does the quadratic law survive that correction?

**A:** Yes, for small \(\sigma\), with a changed coefficient. For any smooth \(J(d)\), Taylor expansion gives

\[
\frac{\langle J\rangle}{J(d_0)}
\simeq1+\frac{\sigma^2}{2}\frac{J''(d_0)}{J(d_0)} .
\]

If \(J\propto e^{-\beta d}/d\), then \(J'/J=-(\beta+1/d)\). Since \(J''/J=(J'/J)^2+(J'/J)'\),

\[
\frac{J''}{J}=\left(\beta+\frac1d\right)^2+\frac1{d^2}.
\]

The Landauer calculation gives logarithmic gains of 0.0607, 0.2435 and 0.984 for \(\sigma=0.05\), 0.10 and 0.20 nm. Each doubling of roughness multiplies the logarithm by about four.

**Q:** Would a capacitance measurement warn me?

**A:** Hardly. If the patches act as parallel capacitors with the same permittivity, capacitance follows \(\langle1/d\rangle\). Expanding \(1/(d_0+u)\) to second order gives

\[
d_0\left\langle\frac1d\right\rangle
\simeq1+\frac{\sigma^2}{d_0^2}.
\]

For \(\sigma/d_0=0.1\) the increase is 1%. Capacitance compares roughness with the film thickness, whereas current compares it with the decay length \(1/\beta=0.15\) nm.

The roughness that counts is that of the thickness. If the bottom and top surfaces have heights \(b\) and \(t\), then

\[
\sigma^2=\operatorname{var}(t)+\operatorname{var}(b)
-2\operatorname{cov}(t,b).
\]

A film that follows a rough electrode conformally can have a rough top surface and little thickness variation. A surface scan of the top alone does not supply \(\sigma\).

**Q:** How slowly must the thickness vary along the film?

**A:** A simple model gives a scale. Let an evanescent wave start with unit amplitude on the surface \(z=h(x)=A\cos qx\), with \(\sigma^2=A^2/2\), and reach a flat plane at \(z=d_0\). Write

\[
\psi=(1+c)e^{-\kappa z}+B\cos(qx)e^{-\kappa_qz}+\cdots,
\qquad \kappa_q=\sqrt{\kappa^2+q^2}.
\]

Setting \(\psi=1\) at \(z=h\) gives \(B=\kappa A\) at first order. The spatial average at second order gives

\[
0=c+\frac{\kappa^2\sigma^2}{2}-\kappa\kappa_q\sigma^2 .
\]

The mean squared amplitude at the far plane, relative to a flat surface, is \(1+2c+(B^2/2)e^{-2(\kappa_q-\kappa)d_0}\). Its increase is therefore

\[
\kappa^2\sigma^2\left[\frac{2\kappa_q}{\kappa}-1
+e^{-2(\kappa_q-\kappa)d_0}\right].
\]

When \(q\to0\), the bracket tends to 2 and the increase to \(2\kappa^2\sigma^2=\beta^2\sigma^2/2\), as it should. For small \(q\), \(\kappa_q-\kappa\simeq q^2/2\kappa\), so the local picture needs \(q^2d_0/\kappa\ll1\). For shorter ripples the lateral pattern fades as the wave crosses the film, but the term \(2\kappa_q/\kappa-1\) remains, so the gain in the mean does not vanish.

For \(\sigma=0.2\) nm I kept 15 harmonics and fitted the surface condition by least squares. A sinusoid has a local-limit logarithmic gain of 0.71. It becomes 0.70 for a 20 nm period and 0.66 for a 10 nm period. Parallel patches are a fair approximation at these lengths. This model follows a squared amplitude, not a current, and the sign of its correction should not be carried over to a junction. A coupled-wave calculation of the zero-bias current through a corrugated barrier, with electrodes of mass \(0.2\,m_e\), gives a logarithmic gain within about 3% of the parallel-patch value for periods of 20 and 10 nm, slightly above it rather than below, and about 20% above it for a period of 2.5 nm.

**Q:** My films contain oxygen vacancies. What if electrons tunnel through traps?

**A:** Then the exponent changes. Consider elastic tunnelling through one level at position \(x\), neglecting charging and the tilt of the barrier. Its couplings to the electrodes are

\[
\Gamma_L=\gamma e^{-\beta x},\qquad
\Gamma_R=\gamma e^{-\beta(d-x)},
\]

where \(\gamma\) is an attempt width. The transmission is a resonance of width \(\Gamma_L+\Gamma_R\), and its energy integral is

\[
\int\frac{\Gamma_L\Gamma_R\,dE}
{E^2+(\Gamma_L+\Gamma_R)^2/4}
=\frac{2\pi\Gamma_L\Gamma_R}{\Gamma_L+\Gamma_R}
=\frac{\pi\gamma e^{-\beta d/2}}
{\cosh[\beta(x-d/2)]}.
\]

Levels near the middle contribute most, because their two couplings are balanced. For levels spread uniformly in position and energy, integration over \(x\) gives \(\pi^2\gamma e^{-\beta d/2}/\beta\) when \(\beta d\gg1\). The current now decays at \(\beta/2\), so the logarithmic roughness gain is

\[
\frac{(\beta/2)^2\sigma^2}{2}
=\frac{\beta^2\sigma^2}{8}=0.210 .
\]

Numerical integration over position in the finite film gives 0.208, a current factor of 1.23. These couplings leave out the sideways spreading of the wave around a point-like level, which raises the current factor to roughly 1.3. The model also leaves out energy exchange with lattice vibrations, which is often important for oxygen vacancies, so it shows how a trap changes the thickness dependence but does not predict the trap current of a real film.

**Q:** How many traps does it take?

**A:** Few. At \(d_0\), the Landauer current density is \(1.74\times10^3\) A/cm², so the direct conductance per area is \(8.7\times10^3\) S/cm². For a level density \(g\), the trap conductance per area is

\[
\frac{2e^2}{h}\,g\,\frac{\pi^2\gamma e^{-\beta d_0/2}}{\beta}.
\]

With an assumed \(\gamma=1\) eV, the two are equal at \(g\simeq5\times10^{17}\) cm⁻³ eV⁻¹. Multiplying by the 0.2 eV window and the 2 nm thickness gives about \(2\times10^{10}\) levels per cm², or one in a square roughly 70 nm wide. The estimate scales as \(1/\gamma\), so it is an order of magnitude only. A very small junction may contain no such level, or one that dominates it.

If \(r\) is the ratio of trap to direct current in the smooth film, the combined gain is

\[
\frac{2.68+1.23r}{1+r}.
\]

It is about 1.95 for \(r=1\) and 1.36 for \(r=10\). The 2.68 includes transverse motion and the 1.23 does not; with sideways spreading included for the traps, the values are nearer 2.0 and 1.45. Traps can increase the total leakage while making it less sensitive to roughness.

**Q:** How far can I apply this to real hafnia devices?

**A:** The chosen thickness belongs to the thin end of ferroelectric tunnel junctions. Memory capacitors are commonly several nanometres thicker, and at 0.2 V direct tunnelling across them is negligible in this model; trap transport is the more likely leakage path. At a write voltage of 3 V, which exceeds the 2 eV barrier divided by \(e\), electrons near the emitter Fermi level need to tunnel through only part of the film, and the tunnelling current is far larger than at 0.2 V: in this model about 500 times larger at 2 nm, where the field of 15 MV/cm would be at or above typical breakdown fields, and about \(10^7\) times larger at 5 nm. The numbers given here do not apply to that case. The calculated current density is high for a hafnia junction at a small read voltage and should not be used as a device prediction. The logarithmic gain scales as \(m\phi\), and neither is well known: masses of \(0.1\,m_e\) and \(0.4\,m_e\) change the ideal factor 2.32 to 1.5 and 5.4. A parabolic band also overstates the decay 2 eV inside the gap; a two-band (Franz) dispersion with a 5.7 eV gap gives \(\beta\simeq5.2\) nm⁻¹ and a factor of 1.7. Neglecting traps can change the result strongly: as we saw, ten times more trap than direct current lowers the roughness factor from 2.68 to about 1.4. Also, 0.2 nm is comparable with an atomic step, so a continuous Gaussian is itself approximate.

**Q:** What about image forces and polarisation?

**A:** They move the ideal logarithmic gain of 0.84 by less than the traps can. For ideal metal plates and an assumed optical relative permittivity of 4, the image force lowers the mid-film barrier by 0.12 eV. A numerical WKB average then gives a gain of about 0.8. The reduction has a simple origin: near each electrode the lowering varies as \(1/x\), and its first-order integral removes a term proportional to \(\ln d\) from the exponent. The slope with thickness is therefore slightly smaller.

For polarisation, I let the mean barrier shift by \(\pm0.1\) eV at 2 nm and vary as \(d/(d+3\ \text{nm})\), a simple model of incomplete screening. The gain becomes 0.90 for the raised barrier and 0.78 for the lowered one. Such a shift of the mean barrier requires electrodes or interfaces that screen the polarisation differently. In such a junction the roughness factor can differ between the two polarisation states.

This assumes that the polarisation stays put. The field is 1.0 MV/cm at the mean thickness, 1.15 MV/cm at \(d_J\), and 1.5 MV/cm two standard deviations below \(d_J\). Coercive fields in hafnia are roughly 1 MV/cm or somewhat more, so thin regions might switch during reading. The model does not describe that, nor the growth of damage under stress.

**Q:** What roughness could I tolerate if I wanted less than 10% extra current?

**A:** For this 2 nm junction, at fixed mean thickness and voltage, with direct tunnelling and small Gaussian roughness, scale the Landauer result quadratically from \(\sigma=0.05\) nm:

\[
\sigma<0.05\ \text{nm}\,
\sqrt{\frac{\ln1.10}{0.0607}}
\simeq0.06\ \text{nm}.
\]

That is well below an atomic step. It is better read as a limit on the area covered by thinner terraces. Suppose that a fraction \(p\) of the film is thinner by \(\Delta\) than the rest. Apart from the prefactor, the current relative to a uniform film of the same average thickness is \((1-p+p e^{\beta\Delta})e^{-\beta p\Delta}\). For a step of 0.25 nm, this reaches 1.10 when thin terraces cover about 4.5% of the area. Including the prefactor \(1/d\) lowers that limit to about 3.6%. The factor then stays above 1.10 until \(p\) is close to 0.9, where the thicker terraces have become the minority. These figures treat the terraces as parallel patches, so they need terraces some 10 nm wide or more. Measuring \(p\) and \(\Delta\) gives the roughness contribution, which the average thickness alone cannot supply. The average matters too: an error of 0.015 nm in it changes \(e^{-\beta d}\) by about 10%.
